# Why vdW-DF and VV10 contain no three-body dispersion, part 2

vdW-DF and VV10 take the total electron density $n$ as input. Do they include many-body dispersion: the Axilrod–Teller–Muto (ATM) three-body energy, and the screening of one molecule's polarizability by its neighbours? Both have
$$E_{\rm nl}=\tfrac12\iint n(\mathbf r)\,\phi\,n(\mathbf r')\,d^3r\,d^3r'.$$
Units are SI, with $k=e^2/4\pi\varepsilon_0$, $m$ the electron mass and $E_h=mk^2/\hbar^2$. In $\phi$ a prime marks a quantity at $\mathbf r'$, and $R=|\mathbf r-\mathbf r'|$. VV10 has
$$\phi=-\frac{3\hbar k^2}{2m^2\,g\,g'(g+g')},\qquad g=\omega_0R^2+\kappa,$$
$$\omega_0^2=C\frac{\hbar^2}{m^2}\left|\frac{\nabla n}{n}\right|^4+\frac{\omega_p^2}{3},\qquad \kappa=\frac{b\,v_F^2}{\omega_p},$$
with $\omega_p^2=ne^2/\varepsilon_0m$, $v_F=\hbar k_F/m$, $k_F=(3\pi^2n)^{1/3}$, $b=5.9$, $C=0.0093$. vdW-DF has $d=q_0R$ and $\omega_0=9\hbar q_0^2/8\pi m$, where
$$q_0=k_F\left(1-\frac{Z_{ab}s^2}{9}\right)-\frac{4\pi}{3}\frac{\varepsilon_c^{\rm LDA}}{k},\qquad s=\frac{|\nabla n|}{2k_Fn},$$
$\varepsilon_c^{\rm LDA}$ is the uniform-gas correlation energy per electron, and $Z_{ab}=-0.8491$, or $-1.887$ for vdW-DF2. At large $d,d'$,
$$\phi\to-\frac{12\,(4\pi/9)^3E_h}{d^2d'^2(d^2+d'^2)}.$$

For fragments with fixed densities and disjoint supports $S_A$, $E_{\rm nl}=\tfrac12\sum_{A,B}I_{AB}$ with $I_{AB}=\int_{S_A}\!\int_{S_B}n_A\,\phi\,n_B$, and $E_3=E(ABC)-\sum_{A<B}E(AB)+\sum_AE(A)$ is exactly zero. At long range $I_{AB}=-C_6/R^6$ with
$$C_6=\frac{3\hbar}{\pi}\int_0^\infty\alpha'_A(iu)\,\alpha'_B(iu)\,du,\qquad \alpha'(iu)=\frac km\int\frac{n\,d^3r}{\omega_0^2+u^2}.$$
Here $\alpha'=\alpha/4\pi\varepsilon_0$ is a polarizability volume, additive over disjoint fragments.

The reference model has isotropic point dipoles with the same $\alpha'(iu)$, coupled by $T_{ij}=(3\hat{\mathbf R}\hat{\mathbf R}-1)/R^3$, $T_{ii}=0$:
$$E=\frac{\hbar}{2\pi}\int_0^\infty{\rm Tr}\ln\,[1-\alpha'(iu)T]\,du.$$
For identical sites its third order is the ATM energy, with $c_i$ the cosines of the interior angles:
$$E^{(3)}=C_9\frac{1+3c_1c_2c_3}{(R_{12}R_{23}R_{31})^3},\qquad C_9=\frac{3\hbar}{\pi}\int_0^\infty\alpha'^3du.$$

The closing list of values also covers two earlier checks: three model densities $n_0(1-r^2/a^2)^3$, zero beyond $a=0.13$ nm, and oscillator ("Drude") trimers with $\alpha'/L^3=5\times10^{-4}$, $L$ being the triangle's unit of length.

The questioner now grants the missing ATM term, but calls screening a separate matter and says the plasma frequency in the kernel looks like screening.

**A.** That is local screening: $\omega_p$ at $\mathbf r$ stiffens the response at $\mathbf r$. Screening between fragments is the change of one induced dipole by the field of another, and in the reference model it is the same physics as ATM. Put two sites a distance $R$ apart in a uniform field $\mathbf E$ and let $\boldsymbol\mu=\mathbf p/4\pi\varepsilon_0$. By symmetry both dipoles are equal, and $\boldsymbol\mu=\alpha'(\mathbf E+T_{12}\boldsymbol\mu)$. Along the axis $T_{12}=2/R^3$ and across it $-1/R^3$, so the dimer has
$$\alpha'_\parallel=\frac{2\alpha'}{1-2\alpha'/R^3},\qquad\alpha'_\perp=\frac{2\alpha'}{1+\alpha'/R^3}.$$
The changes from $2\alpha'$ are $\delta_\parallel\simeq4\alpha'^2/R^3$ and $\delta_\perp\simeq-2\alpha'^2/R^3$ to leading order in $\alpha'/R^3$.

Add a probe site $C$ at distance $D\gg R$. Label the dimer block $d$. The block determinant factorizes as
$$\det(1-\alpha'T)=\det(1-\alpha'T_{dd})\,\det\!\big[1-\alpha'T_{Cd}(1-\alpha'T_{dd})^{-1}\alpha'T_{dC}\big].$$
The first factor is the isolated dimer. In the second, keep the lowest order in $D^{-6}$, $\ln\det(1-Y)\simeq-{\rm tr}\,Y$. For $D\gg R$ both dimer sites couple to $C$ through one tensor $T_D$, and the sum of the four blocks of $(1-\alpha'T_{dd})^{-1}\alpha'$ is the total dipole per uniform field, the dimer tensor just found. Its part $2\alpha'$ gives the two pair energies, and the rest is
$$E_3=-\frac{\hbar}{2\pi}\int_0^\infty\alpha'\,{\rm tr}(T_D\,\delta\,T_D)\,du.$$
$T_D^2$ has eigenvalue $4/D^6$ along the probe direction and $1/D^6$ twice across it. For a probe on the axis the trace is $(4\delta_\parallel+2\delta_\perp)/D^6\simeq12\alpha'^2/R^3D^6$, so $E_3\simeq-(6\hbar/\pi)\int\alpha'^3du/R^3D^6=-2C_9/R^3D^6$. For a probe perpendicular to the axis it is $(\delta_\parallel+5\delta_\perp)/D^6\simeq-6\alpha'^2/R^3D^6$, so $E_3\simeq+C_9/R^3D^6$. These are the ATM values for angles $(0,0,\pi)$ and $(\pi/2,\pi/2,0)$. The ratio to the pair energy $-2C_6/D^6$ does not depend on $D$: screening changes the leading coefficient seen from far away.

In an infinite chain of spacing $a$, equal dipoles on both sides give $\sum_{j\ne0}|ja|^{-3}=2\zeta(3)/a^3$, so each site has $\alpha'/(1-4\zeta(3)\alpha'/a^3)$ along the chain and $\alpha'/(1+2\zeta(3)\alpha'/a^3)$ across it. The first diverges at $4\zeta(3)\alpha'/a^3=1$, where the point-dipole model becomes unstable and cannot be used. For disjoint frozen densities the functionals keep $\alpha'$ per site in both directions.

**Q.** How large is all this for a real molecule?

**A.** Take CH$_4$ with a PBE/aug-cc-pVDZ density and the bond length set to $0.109$ nm. The integrals for $\alpha'(0)$, $C_6$ and the $C_9$ that each functional's own response would imply give:

- VV10: $2.436\times10^{-30}$ m$^3$, $1.231\times10^{-77}$ J m$^6$, $2.19\times10^{-107}$ J m$^9$;
- vdW-DF: $3.289\times10^{-30}$ m$^3$, $1.294\times10^{-77}$ J m$^6$, $2.88\times10^{-107}$ J m$^9$;
- vdW-DF2: $1.481\times10^{-30}$ m$^3$, $5.10\times10^{-78}$ J m$^6$, $5.36\times10^{-108}$ J m$^9$.

These digits belong to this basis. With aug-cc-pVTZ the three VV10 values rise by 0.8%, 1.7% and 3%, the vdW-DF values fall by 5%, 3% and 6%, and the vdW-DF2 values move by less than 1%. The ATM energy of the $0.4$ nm trimer below then becomes $1.18\times10^{-22}$ J (71 J/mol) and the longitudinal chain factor $1.226$. I use the VV10 response in the aug-cc-pVDZ basis. As a test of the asymptotic formula, the VV10 double integral for two molecules $10$ nm apart is $1.0005$ times $-C_6/R^6$, with $C_6$ taken on the same grid. For an equilateral trimer of side $0.4$ nm,
$$E_{\rm ATM}=\frac{1.375\times2.1915\times10^{-107}}{(0.4\times10^{-9})^9}\ {\rm J}=\frac{3.013\times10^{-107}}{2.621\times10^{-85}}\ {\rm J}=1.15\times10^{-22}\ {\rm J},$$
or $69$ J/mol, against a VV10 energy of $-3.18\times10^{-21}$ J for each pair. The full logarithm gives $1.01\times10^{-22}$ J, 12% below ATM, the difference being the three-body terms of fourth and higher order; at $1.4$ nm it gives $1.454\times10^{-27}$ J against $1.458\times10^{-27}$ J.

At spacing $0.4$ nm, $\alpha'(0)/a^3=2.4358\times10^{-30}/6.4\times10^{-29}=0.03806$. The dimer factors are $1/(1-0.0761)=1.082$ and $1/1.0381=0.963$. With $\zeta(3)=1.20206$ the chain factors are $1/(1-0.1830)=1.224$ and $1/(1+0.0915)=0.916$, which a linear solve for the central site of 401 reproduces. For a dimer with $R=0.5$ nm probed at $D=10$ nm on the axis, the leading term is $-2(2.1915\times10^{-107})/(1.25\times10^{-28}\times10^{-48})=-3.51\times10^{-31}$ J; the unexpanded $\delta$ gives $-3.68\times10^{-31}$ J and the full logarithm $-3.69\times10^{-31}$ J. That is $+1.5\%$ of the pair energy, and the perpendicular probe has $-0.7\%$.

**Q.** Real densities have tails, so your theorem does not apply to that trimer. VV10 must give some $E_3$, and it might stand in for ATM.

**A.** It gives one. With frozen, superposed densities the bilinear factor still splits, $E_{\rm nl}=\tfrac12\sum_{A,B}I_{AB}[n]$, but the kernel in $I_{AB}$ now uses the total density of the subsystem, shown in brackets. The same counting as before leaves
$$E_3=\tfrac12\sum_A\big(I_{AA}[ABC]-I_{AA}[AB]-I_{AA}[AC]+I_{AA}[A]\big)+\sum_{A<B}\big(I_{AB}[ABC]-I_{AB}[AB]\big).$$
Each bracket is nonzero through points where an added density changes $\omega_0$ or $\kappa$ noticeably, and for separated molecules these are points in the tails, where $n_A$ is small. The small weight can be partly offset by the kernel: where the summed gradient vanishes, $\omega_0^2$ falls to $\omega_p^2/3$, which is itself proportional to $n$. There is no $C_9$ or angular factor in the expression. For three parallel molecules, each with a threefold axis normal to the triangle, VV10 and ATM give:

- $0.4$ nm: $-1.6\times10^{-22}$ J and $+1.15\times10^{-22}$ J, ratio $-1.4$;
- $0.7$ nm: $-1.5\times10^{-25}$ J and $+7.47\times10^{-25}$ J, ratio $-0.20$;
- $1.0$ nm: $-1.3\times10^{-26}$ J and $+3.01\times10^{-26}$ J, ratio $-0.44$;
- $1.4$ nm: $-3.8\times10^{-29}$ J and $+1.46\times10^{-27}$ J, ratio $-0.026$.

At $0.4$ nm the overlap term, roughly $-100$ J/mol, is of the size of ATM and of opposite sign. A stand-in would show a ratio near $+1$ at every distance.

In this basis the ratio is not monotonic. From $0.7$ to $1.0$ nm the VV10 term falls by a factor of roughly 10 while ATM falls by 25; from $1.0$ to $1.4$ nm the factors are a few hundred and 21. The likely cause is the Gaussian tail of the basis. At $0.5$ nm from the carbon, towards the neighbour, $|\nabla n/n|$ is $0.89$ per bohr with aug-cc-pVDZ and $1.77$ with aug-cc-pVTZ, against $1.66$ for an exponential tail set by the highest orbital energy; a smaller $|\nabla n/n|$ lowers $\omega_0$. With aug-cc-pVTZ and a different grid the term at $1.0$ nm drops to $-2.0\times10^{-27}$ J, ratio $-0.07$, while at $0.4$ nm it stays at $-1.5\times10^{-22}$ J, ratio $-1.3$. The value at $0.4$ nm is thus stable to about 5%; read those at $0.7$ nm and beyond as results for this one density and grid, not as converged numbers. The tests are that the term is nonzero at $0.4$ nm and that at $1.4$ nm the magnitude of the ratio is below $0.05$ and below a fifth of the larger value at the two middle distances. The negative sign may come from gradients cancelling between molecules, which lowers $\omega_0$ and strengthens the attraction; that too is a conjecture.

**Q.** One way out remains. In a self-consistent calculation the densities are not frozen. $C$ changes $n_A$, and that changes the $A$–$B$ energy.

**A.** That is a true three-body effect, and its order can be found in a model. Give each of three hydrogen-like atoms the density $(\zeta/a_0)^3\pi^{-1}e^{-2\zeta r/a_0}$ with a dimensionless variational $\zeta$. Kinetic plus Coulomb energy is $E_h(\zeta^2/2-\zeta)=\tfrac12K\epsilon^2-\tfrac12E_h$, with $\epsilon=\zeta-1$ and $K=E_h$. Couple the atoms by $-C_6(\zeta_A,\zeta_B)/R^6$ from the VV10 formula, and let $c=\partial C_6/\partial\zeta_A$ at $\zeta=1$. To first order in $\epsilon$ in the coupling, atom $A$ contributes $\tfrac12K\epsilon^2-c\,\epsilon\,\sigma_A$ with $\sigma_A=\sum_BR_{AB}^{-6}$. The minimum is at $\epsilon=c\sigma_A/K$ and has value $-c^2\sigma_A^2/2K$. The squares in $\sigma_A^2$ occur in the dimers as well and cancel in $E_3$; the cross term leaves $-c^2/(KR_{AB}^6R_{AC}^6)$ for each atom. For the equilateral trimer,
$$E_3^{\rm relax}=-\frac{3c^2}{KR^{12}}.$$
With $c=-1.5743\times10^{-78}$ J m$^6$, $K=4.3597\times10^{-18}$ J and $R=1.0$ nm, this is $-3(2.478\times10^{-156})/(4.3597\times10^{-18}\times10^{-108})=-1.705\times10^{-30}$ J. Direct minimization gives the same figures, and with $-6.988\times10^{-27}$ J at $0.5$ nm an exponent of $-12.001$. In this model the term is negative for every shape of triangle and falls three powers faster than ATM. The model has spherical neutral atoms, so it says nothing about molecules with permanent multipoles, where the relaxed density also couples electrostatically.

**Q.** Then when I see a nonzero three-body energy from one of these functionals, what do I do with it?

**A.** Repeat it for $E_{\rm nl}$ alone with frozen superposed densities, at several separations and for both an equilateral and a collinear arrangement. ATM scales as the inverse ninth power of the overall size and changes sign between the two shapes. A frozen-density $E_3$ from a two-point kernel is tied to overlap, since it vanishes identically once the supports separate.

## Values computed for the example and the checks

```
parameters (dimensionless): b=5.9, C=0.0093, Zab=-0.8491 (vdW-DF), -1.887 (vdW-DF2)
vdW-DF asymptotic constant 12(4pi/9)^3 = 32.6650; phi(12,14)/asymptote = 1.00001
uniform-gas sum rule, int D^2 phi / int D^2 |phi| = -6.6e-07
model: radius 0.13 nm, grid 0.04 nm, n0 = [2000. 1500. 2500.] nm^-3
model VV10, side 0.28 nm: sum E2 = -1.7425e-21 J, E3 = 1.89e-36 J
model VV10, side 0.18 nm: sum E2 = -8.1624e-21 J, E3 = -2.33e-22 J
model vdW-DF, side 0.28 nm: sum E2 = -5.2690e-21 J, E3 = 2.42e-34 J
model vdW-DF, side 0.18 nm: sum E2 = -2.9419e-20 J, E3 = -6.08e-22 J
Drude equilateral, alpha/L^3=0.0005: geometry factor*L^9 = 1.3750, E3/ATM = 0.9983
Drude collinear, alpha/L^3=0.0005: geometry factor*L^9 = -0.2500, E3/ATM = 1.0052
Drude scalene, alpha/L^3=0.0005: geometry factor*L^9 = 0.1569, E3/ATM = 0.9989
CH4 PBE/aug-cc-pVDZ, r_CH = 0.109 nm, electrons on fine grid = 10.0000
vdW-DF: alpha(0)=3.2891e-30 m^3, C6=1.2944e-77 J m^6, C9=2.8777e-107 J m^9
vdW-DF2: alpha(0)=1.4811e-30 m^3, C6=5.0971e-78 J m^6, C9=5.3630e-108 J m^9
VV10: alpha(0)=2.4358e-30 m^3, C6=1.2311e-77 J m^6, C9=2.1915e-107 J m^9
R=0.4 nm: VV10 pair E2=-3.181e-21 J, -C6/R^6=-3.006e-21 J, VV10 E3=-1.6e-22 J
   ATM=1.149e-22 J, coupled-dipole E3=1.013e-22 J, VV10 E3/ATM=-1.4e+00
   per mole: ATM=69.2 J/mol, VV10 E3=-95.3 J/mol
R=0.7 nm: VV10 pair E2=-1.172e-22 J, -C6/R^6=-1.046e-22 J, VV10 E3=-1.5e-25 J
   ATM=7.467e-25 J, coupled-dipole E3=7.292e-25 J, VV10 E3/ATM=-2.0e-01
R=1.0 nm: VV10 pair E2=-1.308e-23 J, -C6/R^6=-1.231e-23 J, VV10 E3=-1.3e-26 J
   ATM=3.013e-26 J, coupled-dipole E3=2.989e-26 J, VV10 E3/ATM=-4.4e-01
R=1.4 nm: VV10 pair E2=-1.671e-24 J, -C6/R^6=-1.635e-24 J, VV10 E3=-3.8e-29 J
   ATM=1.458e-27 J, coupled-dipole E3=1.454e-27 J, VV10 E3/ATM=-2.6e-02
VV10 double integral at 10 nm: -E R^6 / C6 = 1.0005
probe axial, R=0.5 nm, D=10 nm: E3=-3.688e-31 J, screening formula=-3.679e-31 J
   leading ATM=-3.506e-31 J, E3/(-2C6/D^6)=0.0150
probe perpendicular, R=0.5 nm, D=10 nm: E3=1.669e-31 J, screening formula=1.669e-31 J
   leading ATM=1.753e-31 J, E3/(-2C6/D^6)=-0.0068
spacing 0.4 nm: alpha(0)/a^3 = 0.03806, zeta(3) = 1.20206
N=2 sites, central induced dipole / unscreened: parallel 1.0824, perpendicular 0.9633
N=401 sites, central induced dipole / unscreened: parallel 1.2240, perpendicular 0.9162
H model: C6=5.6889e-79 J m^6, dC6/d(zeta a0)=-1.5743e-78 J m^6, K=4.3597e-18 J
relaxed E3 at R=0.5 nm: -6.9882e-27 J, formula -6.9850e-27 J
relaxed E3 at R=1.0 nm: -1.7053e-30 J, formula -1.7053e-30 J
relaxation power-law exponent = -12.001
```
